# Addition-removal gap of a silicon-silicon bond as a Hubbard dimer: verification in Python

```python
"""Addition-removal gap of a half-filled Hubbard dimer (model Si-Si bond).

Result under test: E(3) + E(1) - 2 E(2) = sqrt(U^2 + 16 t^2) - 2 t,
where E(N) is the lowest energy with N electrons, t > 0 is the hopping
amplitude, U >= 0 the on-site repulsion and eps the orbital energy.
V is an optional intersite repulsion. All energies are in eV.
The reference side is diagonalization in the full 16-state Fock space.
"""
import numpy as np
from scipy.optimize import minimize_scalar

# Fermion annihilators; mode order: site 1 up, 1 down, 2 up, 2 down
identity2 = np.eye(2)
parity = np.diag([1.0, -1.0])
lower = np.array([[0.0, 1.0], [0.0, 0.0]])


def annihilator(mode):
    result = np.eye(1)
    for k in range(4):
        factor = parity if k < mode else lower if k == mode else identity2
        result = np.kron(result, factor)
    return result


c = [annihilator(m) for m in range(4)]
for i in range(4):
    for j in range(4):
        anti = c[i] @ c[j].T + c[j].T @ c[i]
        assert np.allclose(anti, np.eye(16) * (i == j))
        assert np.allclose(c[i] @ c[j] + c[j] @ c[i], 0)

n = [op.T @ op for op in c]
n1, n2 = n[0] + n[1], n[2] + n[3]
number = n1 + n2
double_occ = n[0] @ n[1] + n[2] @ n[3]
hop = c[0].T @ c[2] + c[1].T @ c[3]
hop = hop + hop.T
vacuum = np.zeros(16)
vacuum[0] = 1.0
bond = [(c[s] + c[s + 2]) / np.sqrt(2) for s in (0, 1)]
anti_bond = [(c[s] - c[s + 2]) / np.sqrt(2) for s in (0, 1)]


def hamiltonian(eps, t, U, V=0.0):
    return eps * number - t * hop + U * double_occ + V * n1 @ n2


def sector(H, electrons):
    """Eigenvalues and full-space eigenvectors at fixed electron number."""
    idx = np.where(np.isclose(np.diag(number), electrons))[0]
    values, vectors = np.linalg.eigh(H[np.ix_(idx, idx)])
    full = np.zeros((16, len(idx)))
    full[idx] = vectors
    return values, full


def ground(H, electrons):
    return sector(H, electrons)[0][0]


def charge_gap(t, U, eps=0.0, V=0.0):
    H = hamiltonian(eps, t, U, V)
    return ground(H, 3) + ground(H, 1) - 2 * ground(H, 2)


def weight_in_ground(H, electrons, state):
    """Squared projection of a state on the lowest-energy manifold."""
    values, vectors = sector(H, electrons)
    lowest = vectors[:, np.abs(values - values[0]) < 1e-8]
    return np.sum((lowest.T @ state) ** 2)


def idempotency_error(state):
    rho = np.array([[state @ c[i].T @ c[j] @ state for j in range(4)]
                    for i in range(4)])
    return np.max(np.abs(rho @ rho - rho))


def restricted_energy(H, angle):
    """Energy of one real orbital filled by both spins."""
    orb = [np.cos(angle) * c[s] + np.sin(angle) * c[s + 2] for s in (0, 1)]
    state = orb[0].T @ orb[1].T @ vacuum
    return state @ H @ state


covalent = (c[0].T @ c[3].T - c[1].T @ c[2].T) @ vacuum / np.sqrt(2)
ionic = (c[0].T @ c[1].T + c[2].T @ c[3].T) @ vacuum / np.sqrt(2)
ionic_odd = (c[0].T @ c[1].T - c[2].T @ c[3].T) @ vacuum / np.sqrt(2)
triplet = c[0].T @ c[2].T @ vacuum

for t in (0.3, 1.0, 2.2):
    for U in (0.0, 0.7, 3.1, 9.0):
        for eps in (0.0, -1.3):
            H = hamiltonian(eps, t, U)
            S = np.sqrt(U**2 + 16 * t**2)
            E1, E2, E3 = (ground(H, k) for k in (1, 2, 3))
            gap = E3 + E1 - 2 * E2
            # energies of the three charge states and the gap
            assert np.isclose(E1, eps - t)
            assert np.isclose(E3, 3 * eps + U - t)
            assert np.isclose(E2, 2 * eps + (U - S) / 2)
            assert np.isclose(gap, S - 2 * t)
            assert np.isclose(charge_gap(-t, U, eps), gap)
            # action of H on the two-electron basis states
            assert np.allclose(H @ covalent,
                               2 * eps * covalent - 2 * t * ionic)
            assert np.allclose(H @ ionic,
                               (2 * eps + U) * ionic - 2 * t * covalent)
            assert np.allclose(H @ ionic_odd, (2 * eps + U) * ionic_odd)
            assert np.allclose(H @ triplet, 2 * eps * triplet)
            # charge levels and the stability window of the neutral bond
            mu_minus, mu_plus = E2 - E1, E3 - E2
            assert np.isclose(mu_minus, eps + U / 2 - (S - 2 * t) / 2)
            assert np.isclose(mu_plus, eps + U / 2 + (S - 2 * t) / 2)
            for mu, expected in ((mu_minus - 0.01, 1), (mu_minus + 0.01, 2),
                                 (mu_plus - 0.01, 2), (mu_plus + 0.01, 3)):
                if U > 0:
                    grand = [ground(H, k) - mu * k for k in range(5)]
                    assert int(np.argmin(grand)) == expected
            # ionic and spectral weights
            g = sector(H, 2)[1][:, 0]
            assert np.isclose((g @ ionic) ** 2, (1 - U / S) / 2)
            Z = (1 + 4 * t / S) / 2
            added = weight_in_ground(H, 3, anti_bond[0].T @ g)
            removed = weight_in_ground(H, 1, bond[0] @ g)
            assert np.isclose(added, Z) and np.isclose(removed, Z)
            # correlation energy resides only in the neutral bond
            scan = [restricted_energy(H, a)
                    for a in np.linspace(0, np.pi, 181)]
            E_rhf = min(scan)
            assert np.isclose(E_rhf, 2 * eps - 2 * t + U / 2)
            assert np.isclose(gap, 2 * t - 2 * (E2 - E_rhf))
            for k in (1, 3):
                charged = sector(H, k)[1][:, 0]
                assert idempotency_error(charged) < 1e-10
            if U > 0:
                assert idempotency_error(g) > 1e-4
            # dipole-allowed neutral excitation
            dipole_state = (n1 - n2) @ g
            dipole_state = dipole_state / np.linalg.norm(dipole_state)
            E_dip = dipole_state @ H @ dipole_state
            assert np.allclose(H @ dipole_state, E_dip * dipole_state)
            assert np.isclose(E_dip - E2, (U + S) / 2)
            if U > 0:
                assert E_dip - E2 > gap
            # intersite repulsion
            for V in (0.2, 0.5):
                formula = np.sqrt((U - V)**2 + 16 * t**2) - 2 * t + V
                assert np.isclose(charge_gap(t, U, eps, V), formula)

# Leading corrections; next-order terms are below 1e-3 of those tested
assert abs((charge_gap(1.0, 0.1) - 2.0) / (0.1**2 / 8) - 1) < 1e-3
assert abs((charge_gap(1.0, 100.0) - 98.0) / (8 / 100.0) - 1) < 1e-3

# Worked example: round model parameters
t, U, eps, host_gap, V = 1.5, 2.0, 1.7, 5.0, 0.5
H = hamiltonian(eps, t, U)
E1, E2, E3 = (ground(H, k) for k in (1, 2, 3))
gap = E3 + E1 - 2 * E2
mu_minus, mu_plus = E2 - E1, E3 - E2
assert 0 < mu_minus < mu_plus < host_gap
g = sector(H, 2)[1][:, 0]
E_rhf = min(restricted_energy(H, a) for a in np.linspace(0, np.pi, 181))
dip = (n1 - n2) @ g
optical = dip @ H @ dip / (dip @ dip) - E2

best = minimize_scalar(lambda x: charge_gap(x, U), bounds=(0.01, 1.5),
                       method="bounded", options={"xatol": 1e-8})
# a minimum position is located only to about the root of rounding error
assert abs(best.x - U / (4 * np.sqrt(3))) < 1e-5
assert abs(best.fun - np.sqrt(3) / 2 * U) < 1e-9

print(f"hopping t = {t:.3f} eV")
print(f"on-site repulsion U = {U:.3f} eV")
print(f"orbital energy above host valence edge = {eps:.3f} eV")
print(f"host band gap = {host_gap:.3f} eV")
print(f"S = sqrt(U^2+16t^2) = {np.sqrt(U**2 + 16 * t**2):.4f} eV")
print(f"E(1) = {E1:.4f} eV")
print(f"E(2) = {E2:.4f} eV")
print(f"E(3) = {E3:.4f} eV")
print(f"addition-removal gap = {gap:.4f} eV")
print(f"orbital splitting 2t = {2 * t:.4f} eV")
print(f"removal level above valence edge = {mu_minus:.4f} eV")
print(f"addition level above valence edge = {mu_plus:.4f} eV")
print(f"midpoint of the levels = {(mu_minus + mu_plus) / 2:.4f} eV")
print(f"vertical hole trap depth = {mu_minus:.4f} eV")
print(f"vertical electron trap depth = {host_gap - mu_plus:.4f} eV")
print(f"ionic weight of neutral bond = {(g @ ionic)**2:.4f} (no unit)")
Z = weight_in_ground(H, 3, anti_bond[0].T @ g)
print(f"spectral weight of edge level = {Z:.4f} (no unit)")
print(f"restricted Hartree-Fock E(2) = {E_rhf:.4f} eV")
print(f"correlation energy of neutral bond = {E2 - E_rhf:.4f} eV")
print(f"dipole-allowed excitation energy = {optical:.4f} eV")
print(f"intersite repulsion V = {V:.3f} eV")
print(f"gap with this V = {charge_gap(t, U, eps, V):.4f} eV")
print("gap at fixed U as t is reduced:")
for hopping in (1.5, 1.0, 0.5, 0.3, 0.1, 0.0):
    print(f"  t = {hopping:.2f} eV: gap = {charge_gap(hopping, U):.4f} eV")
print(f"hopping at minimum gap = {best.x:.4f} eV")
print(f"minimum gap = {best.fun:.4f} eV")
print("PASS")
```

Printed output:

```
hopping t = 1.500 eV
on-site repulsion U = 2.000 eV
orbital energy above host valence edge = 1.700 eV
host band gap = 5.000 eV
S = sqrt(U^2+16t^2) = 6.3246 eV
E(1) = 0.2000 eV
E(2) = 1.2377 eV
E(3) = 5.6000 eV
addition-removal gap = 3.3246 eV
orbital splitting 2t = 3.0000 eV
removal level above valence edge = 1.0377 eV
addition level above valence edge = 4.3623 eV
midpoint of the levels = 2.7000 eV
vertical hole trap depth = 1.0377 eV
vertical electron trap depth = 0.6377 eV
ionic weight of neutral bond = 0.3419 (no unit)
spectral weight of edge level = 0.9743 (no unit)
restricted Hartree-Fock E(2) = 1.4000 eV
correlation energy of neutral bond = -0.1623 eV
dipole-allowed excitation energy = 4.1623 eV
intersite repulsion V = 0.500 eV
gap with this V = 3.6847 eV
gap at fixed U as t is reduced:
  t = 1.50 eV: gap = 3.3246 eV
  t = 1.00 eV: gap = 2.4721 eV
  t = 0.50 eV: gap = 1.8284 eV
  t = 0.30 eV: gap = 1.7324 eV
  t = 0.10 eV: gap = 1.8396 eV
  t = 0.00 eV: gap = 2.0000 eV
hopping at minimum gap = 0.2887 eV
minimum gap = 1.7321 eV
PASS
```
